\section*{The Mott-Schottky depletion width at an interface in an ionic conductor}

\section{What is fixed and what can move}

\textit{Q:} An ionic conductor contains mobile charges. Why should a charged interface have a wide layer of opposite charge beside it, rather than being screened close by?

\textit{A:} Because the charge that would have to gather there may be unable to move. Take an oxide doped with singly charged acceptors of uniform density $N$, each carrying $-e$. The mobile defects, for example oxygen vacancies, carry $+ze$. Let the interface, or grain-boundary core, be positively charged. It repels the mobile defects. The acceptors, which could screen the core by gathering there, are frozen in place. The only available negative charge is the acceptor charge left uncovered when the mobile defects withdraw.

I place the core in the plane $x=0$ and treat one side, $x>0$. The electrostatic potential $\phi(x)$ is zero deep in the crystal, and $\phi(0)=\phi_0>0$ is the barrier potential. The permittivity $\varepsilon$ is constant, the dopant charge is smeared into a continuum, and electrons and holes contribute negligible charge. I use volts, nanometres and densities in m$^{-3}$.

\textit{Q:} How does the mobile density respond to the potential?

\textit{A:} At equilibrium the electrochemical potential of the mobile defects is the same everywhere. For dilute defects in a mean potential it is $\mu^\circ+kT\ln c+ze\phi$, apart from a constant that fixes the unit of $c$. Equating its values at $x$ and in the bulk, where $c=c_{\mathrm b}$ and $\phi=0$, gives
\begin{equation}
kT\ln\frac{c}{c_{\mathrm b}}=-ze\phi
\quad\Rightarrow\quad
\frac{c}{c_{\mathrm b}}=e^{-\phi/V_1},\qquad V_1=\frac{kT}{ze}.
\end{equation}
The bulk is neutral, so $zc_{\mathrm b}=N$. The charge density is therefore
\begin{equation}
\rho=e(zc-N)=-eN\theta,\qquad
\theta=1-\frac{c}{c_{\mathrm b}}=1-e^{-\phi/V_1},
\end{equation}
where $\theta$ is the depleted fraction. Poisson's equation, $\phi''=-\rho/\varepsilon$, becomes
\begin{equation}
\phi''=\frac{eN}{\varepsilon}\,\theta
=\frac{eN}{\varepsilon}\left(1-e^{-\phi/V_1}\right).
\label{eq:poisson}
\end{equation}

\section{The depletion width}

\textit{Q:} That equation is nonlinear. What permits a simple solution?

\textit{A:} The charge density saturates. A mobile density cannot fall below zero, so however large $\phi$ becomes, $\rho$ cannot be more negative than $-eN$. When $\phi_0\gg V_1$, most of the layer is close to this limit. The depletion approximation replaces the smooth $\theta(x)$ by a box: $\theta=1$ for $0<x<w$ and $\theta=0$ for $x>w$.

The region beyond $w$ is then neutral, so its field is constant, and it must be zero because it is zero in the bulk. There is no charged sheet at $w$, so $\phi'$ is continuous there. The boundary conditions are $\phi'(w)=0$ and $\phi(w)=0$. Integrating $\phi''=eN/\varepsilon$ from $x$ to $w$ gives
\begin{equation}
0-\phi'(x)=\frac{eN}{\varepsilon}(w-x)
\quad\Rightarrow\quad
\phi'(x)=-\frac{eN}{\varepsilon}(w-x).
\end{equation}
A second integration from $x$ to $w$ gives
\begin{equation}
0-\phi(x)=-\frac{eN}{\varepsilon}\int_x^w(w-s)\,ds
=-\frac{eN}{2\varepsilon}(w-x)^2,
\end{equation}
so that
\begin{equation}
\phi(x)=\frac{eN}{2\varepsilon}(w-x)^2 .
\label{eq:parabola}
\end{equation}
Setting $x=0$ and solving for the positive length $w$,
\begin{equation}
\phi_0=\frac{eN}{2\varepsilon}w^2
\quad\Rightarrow\quad
w=\sqrt{\frac{2\varepsilon\phi_0}{eN}} .
\label{eq:w}
\end{equation}
At fixed $N$, $w\propto\phi_0^{1/2}$; at fixed $\phi_0$, $w\propto N^{-1/2}$.

\textit{Q:} Why a square root? I would expect twice the barrier to need twice the layer.

\textit{A:} Widening the layer does two things. It adds uncovered charge in proportion to $w$, which raises the field at the interface, and it lengthens the distance over which the field acts. The potential is the area under a triangular field profile, $\tfrac12\,(eNw/\varepsilon)\,w$. Doubling $w$ thus quadruples the barrier. Denser dopants supply more charge per unit length, so a thinner layer supports the same barrier.

\textit{Q:} The mobile defect has charge $ze$, yet $z$ is missing from the width.

\textit{A:} It cancels through neutrality. There are $N/z$ mobile defects per volume, each carrying $ze$, so their complete removal uncovers $eN$ whatever $z$ is. The charge number returns through $V_1$, which decides how large a barrier must be before the box is reasonable.

\textit{Q:} Give me numbers.

\textit{A:} Take a model oxide with relative permittivity 50, $T=800$ K, $z=2$, $N=10^{25}$ m$^{-3}$ and $\phi_0=0.5$ V. Then $2\varepsilon/(eN)=552.6$ nm$^2$/V, and
\begin{equation}
w=\sqrt{552.6\times0.5}\ \mathrm{nm}=16.6\ \mathrm{nm},
\end{equation}
or 314 bohr. Here $V_1=0.0345$ V, so $\phi_0/V_1=14.5$. At the interface $c/c_{\mathrm b}=5.0\times10^{-7}$, which is depletion by any standard.

\section{Does the width mean anything without the box?}

\textit{Q:} You invented a sharp edge and then computed its position. The real profile has no edge.

\textit{A:} Then let us define a width from the smooth profile. Multiply equation~(\ref{eq:poisson}) by $x$ and integrate by parts:
\begin{equation}
\frac{eN}{\varepsilon}\int_0^\infty x\theta\,dx
=\int_0^\infty x\phi''\,dx
=\bigl[x\phi'\bigr]_0^\infty-\int_0^\infty\phi'\,dx
=0-(0-\phi_0)=\phi_0 .
\end{equation}
The boundary term vanishes at $x=0$ because of the factor $x$. It vanishes at infinity because, for $\phi\ll V_1$, equation~(\ref{eq:poisson}) reduces to
\begin{equation}
\phi''=\frac{\phi}{L^2},\qquad L^2=\frac{\varepsilon V_1}{eN},
\end{equation}
whose decaying solution is $e^{-x/L}$. Here $L$ is the Debye length. Comparison with equation~(\ref{eq:w}) gives
\begin{equation}
w^2=2\int_0^\infty x\theta\,dx .
\end{equation}
Within this model, the Mott-Schottky $w$ is thus the width of a fully depleted box with the same first moment as the smooth layer, for any positive barrier. The numerical solution of equation~(\ref{eq:poisson}) gives 16.623 nm for this moment width, in agreement with equation~(\ref{eq:w}).

\textit{Q:} A first moment is a peculiar ruler. I would rather count the missing charge.

\textit{A:} That defines another width, $w_Q=\int_0^\infty\theta\,dx$. Integrating equation~(\ref{eq:poisson}) once gives $-\phi'(0)=(eN/\varepsilon)w_Q$. By Gauss's law the core charge per area balanced by this side is
\begin{equation}
\sigma=-\varepsilon\phi'(0)=eNw_Q .
\label{eq:gauss}
\end{equation}
To find $\phi'(0)$, multiply equation~(\ref{eq:poisson}) by $\phi'$ and integrate from $x$ to infinity, where $\phi$ and $\phi'$ vanish. The left side is $-\tfrac12\phi'^2$. On the right,
\begin{equation}
\int_x^\infty\phi'\,ds=-\phi,\qquad
\int_x^\infty\phi'e^{-\phi/V_1}ds
=\bigl[-V_1e^{-\phi/V_1}\bigr]_x^\infty
=-V_1\left(1-e^{-\phi/V_1}\right).
\end{equation}
Subtracting the second integral from the first and multiplying by $-2$ gives
\begin{equation}
\phi'^2=\frac{2eN}{\varepsilon}
\left[\phi-V_1\left(1-e^{-\phi/V_1}\right)\right].
\label{eq:first}
\end{equation}
Since $w_Q^2=(\varepsilon/eN)^2\phi'(0)^2$,
\begin{equation}
w_Q^2=\frac{2\varepsilon}{eN}
\left[\phi_0-V_1\left(1-e^{-\phi_0/V_1}\right)\right].
\label{eq:wq}
\end{equation}
For a large barrier the exponential is negligible. Dividing by $w^2$ and expanding the square root to first order in $V_1/\phi_0$,
\begin{equation}
\frac{w_Q}{w}\simeq\sqrt{1-\frac{V_1}{\phi_0}}
\simeq1-\frac{V_1}{2\phi_0}.
\end{equation}

\textit{Q:} So the square-root growth is approximate if I count charge?

\textit{A:} Yes. In the example $w_Q=16.04$ nm, which is 3.5\% below $w$, relative to $w$. The effect on the growth is visible when the barrier is varied at $N=10^{25}$ m$^{-3}$:
\begin{center}
\begin{tabular}{ccc}
$\phi_0$ (V) & $w$ (nm) & $w_Q$ (nm)\\
0.125 & 8.31 & 7.11\\
0.250 & 11.75 & 10.91\\
0.500 & 16.62 & 16.04\\
1.000 & 23.51 & 23.10
\end{tabular}
\end{center}
From 0.25 to 1 V, $w$ doubles while $w_Q$ grows by a factor 2.12. The reason is the offset in equation~(\ref{eq:wq}): for large barriers $w_Q^2$ is proportional to $\phi_0-V_1$, not to $\phi_0$. A straight line through the numerical $w_Q^2$ for the three larger barriers has slope 552.6 nm$^2$/V and meets zero at 0.03445 V, close to $V_1=0.03447$ V, as this requires.

The dependence on dopant density is cleaner. The bracket in equation~(\ref{eq:wq}) does not contain $N$, so $w_Q\propto N^{-1/2}$ at fixed $\phi_0$, $T$ and $\varepsilon$, even for a small barrier. At 0.5 V, raising $N$ from $2.5\times10^{24}$ to $10^{25}$ and then to $4\times10^{25}$ m$^{-3}$ reduces $w_Q$ from 32.08 to 16.04 and then to 8.02 nm.

\section{How wrong is the parabola?}

\textit{Q:} Integrated widths can agree while the profile is poor. Can you bound the error in $\phi(x)$?

\textit{A:} Yes, from both sides. Call the parabola~(\ref{eq:parabola}) $p(x)$, continued as zero beyond $w$. The potential $\phi$ is positive and decreasing. The bracket in equation~(\ref{eq:first}) is at most $\phi$, so $\phi'\ge-\sqrt{2eN\phi/\varepsilon}$. Hence
\begin{equation}
\frac{d\sqrt{\phi}}{dx}=\frac{\phi'}{2\sqrt{\phi}}
\ge-\sqrt{\frac{eN}{2\varepsilon}} .
\end{equation}
Integrating from 0 to $x\le w$, with $\sqrt{\phi_0}=w\sqrt{eN/2\varepsilon}$,
\begin{equation}
\sqrt{\phi(x)}\ge(w-x)\sqrt{\frac{eN}{2\varepsilon}} .
\end{equation}
Both sides are non-negative, so squaring gives $\phi\ge p$. Beyond $w$ this is plain, since $p=0$.

For the upper bound, consider $\phi-p$. It is zero at $x=0$, and for $x\ge w$ it equals the decreasing function $\phi$. Its slope is continuous and already negative at $w$, so its maximum lies inside $0<x<w$, where $\phi'=p'$. The parabola satisfies
\begin{equation}
p'^2=\left(\frac{eN}{\varepsilon}\right)^2(w-x)^2=\frac{2eN}{\varepsilon}\,p .
\end{equation}
Equating this to equation~(\ref{eq:first}) at the maximum gives
\begin{equation}
\phi-p=V_1\left(1-e^{-\phi/V_1}\right)<V_1 .
\end{equation}
The parabola therefore errs by less than $V_1$ everywhere, and its error relative to $\phi_0$ is below $V_1/\phi_0$. In the example the largest excess is 0.025 V, at $x=13.4$ nm; that is 5\% of the barrier.

\textit{Q:} Five per cent of the barrier may be a large part of the local potential.

\textit{A:} It is, near the edge. At $x=w/2$ the full potential is 0.142 V against 0.125 V for the parabola, and 1.6\% of the bulk carrier density remains. At $x=w$ the parabola gives zero, the full solution gives 0.017 V, and the carrier density is already 60\% of its bulk value. The edge is a gradual transition. The part of it inside $w$ can be estimated as the distance over which the parabola lies below $V_1$:
\begin{equation}
w-x=\sqrt{\frac{2\varepsilon V_1}{eN}}=\sqrt2\,L=4.4\ \mathrm{nm},
\end{equation}
using $L=3.09$ nm. The tail beyond $w$ makes the whole transition wider: in the full solution $\theta$ falls from 0.9 to 0.1 over 10.6 nm.

\textit{Q:} An edge more than 10 nm wide, but $w$ and $w_Q$ differ by just 0.6 nm?

\textit{A:} Two errors of the box oppose each other. Splitting the integral for $w_Q$ at $w$ gives
\begin{equation}
w-w_Q=\int_0^w(1-\theta)\,dx-\int_w^\infty\theta\,dx .
\end{equation}
The first term counts carriers that remain inside the supposed empty region; the second counts carriers missing outside it. Integrating equation~(\ref{eq:poisson}) from $w$ to infinity shows that the second term equals $-(\varepsilon/eN)\,\phi'(w)$. With the numerical $\phi(w)=0.0174$ V, equation~(\ref{eq:first}) makes it 1.4 nm. The first term is therefore 2.0 nm, and the second cancels much of it, leaving 0.6 nm. A local property of the edge has no such protection.

\section{Where the square roots fail}

\textit{Q:} What happens when the barrier is much smaller than $V_1$?

\textit{A:} Depletion is then slight, and the charge no longer saturates. With $u=\phi_0/V_1\ll1$, use $1-e^{-u}=u-u^2/2+\dots$ in equation~(\ref{eq:wq}):
\begin{equation}
w_Q^2\simeq\frac{2\varepsilon V_1}{eN}\left[u-u+\frac{u^2}{2}\right]
=L^2u^2
\quad\Rightarrow\quad
w_Q\simeq L\,\frac{\phi_0}{V_1}.
\end{equation}
The charge-equivalent width grows linearly. Raising a barrier from 0.0005 to 0.002 V multiplies the numerical $w_Q$ by 3.97, near 4 and far from 2. The moment formula for $w$ still holds, but $w=L\sqrt{2u}$ is then smaller than the distance $L$ over which the potential decays. It is no longer the extent of the disturbed region.

\textit{Q:} And if I add dopants to a real sample, will the width fall as $N^{-1/2}$?

\textit{A:} Only if the barrier stays the same. Suppose instead that the core charge $\sigma$ is fixed. Equation~(\ref{eq:gauss}) then gives
\begin{equation}
w_Q=\frac{\sigma}{eN},
\end{equation}
so the width falls as $1/N$. For a large barrier, inserting this in equation~(\ref{eq:wq}) yields
\begin{equation}
\frac{\sigma^2}{e^2N^2}\simeq\frac{2\varepsilon}{eN}(\phi_0-V_1)
\quad\Rightarrow\quad
\phi_0-V_1\simeq\frac{\sigma^2}{2\varepsilon eN}.
\end{equation}
The barrier falls too. In the example $\sigma=0.0257$ C/m$^2$, or $Nw_Q=0.16$ elementary charges per nm$^2$. Doubling $N$ at this charge halves $w_Q$ to 8.02 nm and lowers the barrier to
\begin{equation}
\phi_0\simeq0.0345+\tfrac12(0.5-0.0345)=0.267\ \mathrm{V},
\end{equation}
which the full solution confirms. There is no conflict with equation~(\ref{eq:w}): the width shrinks by more than $\sqrt2$ because $N$ rises and $\phi_0$ falls together. A core that exchanges defects with the crystal need satisfy neither condition, and a model of the core is then needed to find $\phi_0(N)$.

\textit{Q:} What if the crystal is too thin to contain the layer?

\textit{A:} Consider a slab between two identical cores, with half-thickness $D$. Two separate layers require $D$ to exceed $w$ by several Debye lengths. If the slab is instead empty of carriers throughout, symmetry makes the field zero at its centre. The double integration that led to equation~(\ref{eq:parabola}) now runs from the surface to the centre and gives
\begin{equation}
\phi(0)-\phi(D)=\frac{eND^2}{2\varepsilon}.
\end{equation}
The thickness now limits the potential drop. For $D=10$ nm and the example's dopant density it is $100/552.6=0.18$ V. No neutral bulk remains to serve as the zero of potential. The thickness also limits the core charge that each half can balance to $eND=0.016$ C/m$^2$, below the 0.0257 C/m$^2$ of the example, so such a core cannot keep its charge in this slab.

\textit{Q:} You also neglected electrons. The core attracts them.

\textit{A:} If they are dilute and in equilibrium, their density rises from its bulk value $n_{\mathrm b}$ to $n_{\mathrm b}e^{e\phi_0/kT}$ at the interface. Since $e\phi_0/kT=\phi_0/(zV_1)=7.25$ here, the factor is about 1400. Their charge is negligible throughout the layer if $n_{\mathrm b}\ll N/1400$. The condition tightens exponentially as the barrier grows, so a large barrier favours the box but puts this other assumption under strain.

\textit{Q:} Last objection: dopants are points, not a smooth background.

\textit{A:} Their mean spacing, $N^{-1/3}$, is 4.6 nm, so $w$ spans about 3.6 spacings. Equation~(\ref{eq:w}) then describes an average over the interface plane, with local variations around it. The Debye length is shorter than the spacing, so the computed shape of the edge deserves less trust than the overall width. Heavier doping does not cure this: at fixed barrier $w/N^{-1/3}\propto N^{-1/6}$, so the layer spans fewer spacings as $N$ rises. The example is a lightly doped oxide. Solid electrolytes such as stabilised zirconia carry several $10^{27}$ acceptors per m$^3$; for $N=4.5\times10^{27}$ m$^{-3}$, relative permittivity 30 and $\phi_0=0.3$ V, equation~(\ref{eq:w}) gives 0.47 nm, less than the dopant spacing of 0.61 nm, and neither the continuum nor the dilute-defect law can be relied on there. The decimals in the numerical output measure agreement within the continuum model, not the accuracy of that model for a crystal.

\section*{Table of computed values}
\begin{verbatim}
INPUTS
relative permittivity: 50
temperature: 800 K
charge number z of mobile defect: 2
dopant density N: 1.00e+25 m^-3
barrier potential phi0: 0.500 V
REFERENCE CASE
V1 = kT/(ze): 0.03447 V
phi0/V1: 14.506
Debye length L: 3.086 nm
mean dopant spacing N^(-1/3): 4.642 nm
Mott-Schottky width w: 16.623 nm = 314.1 bohr
barrier from summed charged sheets: 0.500000 V
first-moment width, full solution: 16.623 nm
charge width w_Q, full solution: 16.040 nm
charge width w_Q, formula: 16.040 nm
ratio w_Q/w: 0.9649
estimate 1 - V1/(2 phi0): 0.9655
core charge per area, one side: 0.02570 C/m^2
c/c_bulk at interface: 5.015e-07
PROFILE
x = w/2: full 0.14248 V, parabola 0.12500 V, c/c_bulk 0.0160
x = w: full 0.01738 V, parabola 0.00000 V, c/c_bulk 0.6040
largest excess over parabola: 0.02474 V at x = 13.40 nm
WIDTH AGAINST BARRIER (N as in inputs)
phi0 0.125 V: w 8.311 nm, w_Q full solution 7.109 nm
phi0 0.250 V: w 11.754 nm, w_Q full solution 10.914 nm
phi0 0.500 V: w 16.623 nm, w_Q full solution 16.040 nm
phi0 1.000 V: w 23.508 nm, w_Q full solution 23.099 nm
slope of w_Q^2 against phi0: 552.62 nm^2/V
2 eps/(e N): 552.63 nm^2/V
potential offset from the line: 0.03445 V
WIDTH AGAINST DOPANT DENSITY (phi0 as in inputs)
N 2.50e+24 m^-3: w 33.246 nm, w_Q full solution 32.079 nm
N 1.00e+25 m^-3: w 16.623 nm, w_Q full solution 16.040 nm
N 4.00e+25 m^-3: w 8.311 nm, w_Q full solution 8.020 nm
fitted exponent of N in w_Q: -0.5000
LIMITS OF THE SQUARE-ROOT LAWS
weak barriers compared: 0.0005 V and 0.0020 V
w_Q ratio for fourfold weak barrier: 3.971
fixed core charge, doubled N: barrier 0.26722 V
fixed core charge, doubled N: w_Q 8.020 nm
\end{verbatim}
